# Same saddle, different intrinsic reaction path after isotopic substitution: test program

```python
# Result under test: changing nuclear masses leaves a Born-Oppenheimer saddle
# in place, but can change the intrinsic reaction path dx/ds ~ -M^-1 grad V.
# Model: x = H (or D) displacement, y = methyl displacement, both from the
# saddle, along the line from a fixed surface oxygen to the methyl group.
# V = W(x) + K/2 [y-f(x)]^2, W' = A x(x+a)(x-p), f = alpha x + beta x^2.
# Internal units: angstrom, eV, atomic mass unit (u). M is the mass matrix.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import eigh
from scipy.optimize import root
from scipy.spatial import cKDTree

a, p, barrier, K = 0.5, 0.6, 0.6, 20.0
alpha0, beta0, temperature = 0.4, 0.5, 500.0
A = 12 * barrier / (a**3 * (a + 2*p))
u = sc.atomic_mass
mass_H = (sc.m_p + sc.m_e) / u
mass_D = (sc.physical_constants["deuteron mass"][0] + sc.m_e) / u
mass_methyl = 12.0 + 3*mass_H
mass_O = 15.995
M_H = np.diag([mass_H, mass_methyl])
M_D = np.diag([mass_D, mass_methyl])
hbar = sc.hbar / (sc.angstrom * np.sqrt(u * sc.e))  # eV^1/2 A u^1/2
kT = sc.k * temperature / sc.e
per_cm = sc.h * sc.c * 100 / sc.e  # eV for one reciprocal centimetre


def surface(alpha, beta):
    def energy(q):
        x, y = q[0], q[1]
        W = A*(x**4/4 + (a-p)*x**3/3 - a*p*x**2/2)
        return W + K/2*(y - alpha*x - beta*x**2)**2

    def gradient(q):
        x, y = q[0], q[1]
        lag = y - alpha*x - beta*x**2
        return np.array([A*x*(x+a)*(x-p) - K*lag*(alpha+2*beta*x), K*lag])

    def hessian(q):
        x, y = q[0], q[1]
        slope = alpha + 2*beta*x
        lag = y - alpha*x - beta*x**2
        xx = A*(3*x*x + 2*(a-p)*x - a*p) + K*slope**2 - 2*beta*K*lag
        return np.array([[xx, -K*slope], [-K*slope, K]])
    return energy, gradient, hessian


V, grad, hess = surface(alpha0, beta0)
H0 = hess(np.zeros(2))


def reaction_path(gradient, H_saddle, M, start=1e-5, count=8001):
    """Both branches, from reactant to product; the saddle is the origin."""
    G = np.linalg.inv(M)
    mode = eigh(H_saddle, M)[1][:, 0]
    mode = mode * np.sign(mode[0]) / np.linalg.norm(mode)

    def flow(t, q):
        g = gradient(q)
        step = G @ g
        # The positive scale factor changes the clock, not the curve.
        return -step / np.sqrt(g @ step + 0.01)
    branches = []
    for sign in (-1, 1):
        sol = solve_ivp(flow, (0, 8), sign*start*mode, method="DOP853",
                        t_eval=np.linspace(0, 8, count),
                        rtol=1e-9, atol=1e-12)
        assert sol.success
        branches.append(sol.y)
    return np.hstack([branches[0][:, ::-1], branches[1]])


def separation(P, Q):
    """Largest distance from points of P to the polyline Q, and its place."""
    points, line = P.T, Q.T
    near = cKDTree(line).query(points)[1]
    best = np.full(len(points), np.inf)
    for shift in (-1, 0):
        i = np.clip(near + shift, 0, len(line)-2)
        edge = line[i+1] - line[i]
        offset = points - line[i]
        length2 = np.maximum(np.sum(edge**2, axis=1), 1e-30)
        part = np.clip(np.sum(offset*edge, axis=1)/length2, 0, 1)
        distance = np.linalg.norm(offset - part[:, None]*edge, axis=1)
        best = np.minimum(best, distance)
    i = np.argmax(best)
    return best[i], points[i]


# Analytic derivatives against finite differences.
q_test = np.array([0.17, 0.06])
h = 1e-5
fd_grad = np.array([(V(q_test+h*e)-V(q_test-h*e))/(2*h) for e in np.eye(2)])
fd_hess = np.array([(grad(q_test+h*e)-grad(q_test-h*e))/(2*h)
                    for e in np.eye(2)])
assert np.allclose(fd_grad, grad(q_test), atol=1e-7)
assert np.allclose(fd_hess, hess(q_test), atol=1e-6)

# Separate saddle searches in the two sets of mass-weighted coordinates.
saddles = []
for M in (M_H, M_D):
    scale = np.sqrt(np.diag(M))
    search = root(lambda Q: grad(Q/scale)/scale,
                  scale*np.array([0.03, -0.02]), tol=1e-12)
    assert search.success
    saddles.append(search.x/scale)
    assert np.linalg.norm(saddles[-1]) < 1e-7
saddle_shift = np.linalg.norm(saddles[1]-saddles[0])

# The count of negative modes survives arbitrary positive masses.
rng = np.random.default_rng(4)
rotation = np.linalg.qr(rng.normal(size=(4, 4)))[0]
H4 = rotation @ np.diag([-1.0, 0.5, 1.2, 2.0]) @ rotation.T
for _ in range(100):
    masses = rng.uniform(1, 30, 4)
    weighted = H4/np.sqrt(np.outer(masses, masses))
    assert np.sum(np.linalg.eigvalsh(weighted) < 0) == 1

# First-order response of the unstable direction to one changed mass.
M4 = np.diag([1.0, 3.0, 12.0, 16.0])
dM = np.diag([1.0, 0, 0, 0])
lam4, vec4 = eigh(H4, M4)
changed = []
for sign in (1, -1):
    v = eigh(H4, M4 + sign*1e-4*dM)[1][:, 0]
    changed.append(v*np.sign(v @ M4 @ vec4[:, 0]))
response = vec4.T @ M4 @ (changed[0]-changed[1])/2e-4
for k in range(1, 4):
    predicted = lam4[0]*(vec4[:, k] @ dM @ vec4[:, 0])/(lam4[k]-lam4[0])
    assert abs(response[k]-predicted) < 1e-6

# Direction from its definition, and from Newtonian motion out of rest.
angle = np.linspace(0, 2*np.pi, 40001)
for M in (M_H, M_D):
    masses = np.diag(M)
    circle = 1e-5*np.array([np.cos(angle), np.sin(angle)])
    circle /= np.sqrt(masses)[:, None]
    best = circle[:, np.argmin(V(q_test[:, None]+circle))]
    formula = -grad(q_test)/masses
    formula /= np.linalg.norm(formula)
    assert np.linalg.norm(best/np.linalg.norm(best)-formula) < 1e-3
    motion = solve_ivp(lambda t, z: np.r_[z[2:], -grad(z[:2])/masses],
                       (0, 1e-3), np.r_[q_test, 0, 0],
                       rtol=1e-10, atol=1e-14)
    moved = motion.y[:2, -1]-q_test
    assert np.linalg.norm(moved/np.linalg.norm(moved)-formula) < 1e-4

# Tangents: a deliberately misaligned tiny displacement finds the mode.
lambdas, modes, slopes = [], [], []
for M in (M_H, M_D):
    lam, vec = eigh(H0, M)
    lambdas.append(lam)
    modes.append(vec[:, 0])
    slope = K*alpha0/(K+mass_methyl*abs(lam[0]))
    grown = solve_ivp(lambda t, q: -grad(q)/np.diag(M),
                      (0, np.log(1e4)/abs(lam[0])), [1e-9, 0],
                      method="DOP853", rtol=1e-9, atol=1e-18).y[:, -1]
    assert abs(grown[1]/grown[0]/slope-1) < 1e-3
    slopes.append(slope)
assert slopes[1] > slopes[0]

# Complete paths and their numerical convergence.
path_H = reaction_path(grad, H0, M_H)
path_D = reaction_path(grad, H0, M_D)
reactant = np.array([-a, -alpha0*a+beta0*a*a])
product = np.array([p, alpha0*p+beta0*p*p])
for path in (path_H, path_D):
    assert np.linalg.norm(path[:, 0]-reactant) < 1e-4
    assert np.linalg.norm(path[:, -1]-product) < 1e-4
gap, gap_place = separation(path_H, path_D)
fine_H = reaction_path(grad, H0, M_H, 1e-6, 16001)
fine_D = reaction_path(grad, H0, M_D, 1e-6, 16001)
gap_shift = abs(separation(fine_H, fine_D)[0]-gap)
assert gap > 1e-3 and gap_shift < gap/100


def methyl_at(path, x_value):
    i = np.flatnonzero(path[0] >= x_value)[0]
    part = (x_value-path[0, i-1])/(path[0, i]-path[0, i-1])
    return path[1, i-1]+part*(path[1, i]-path[1, i-1])


y_H, y_D = methyl_at(path_H, 0.2), methyl_at(path_D, 0.2)

# Cases in which the criterion forbids a change, and one in which it does not.
scaled = reaction_path(grad, H0, 2*M_H)
scaled_gap = separation(path_H, scaled)[0]
assert scaled_gap < 5e-5
special_gaps = []
for beta in (0.0, beta0):
    _, special_grad, special_hess = surface(0.0, beta)
    Hs = special_hess(np.zeros(2))
    for M in (M_H, M_D):
        assert abs(eigh(Hs, M)[1][1, 0]) < 1e-10
    special_gaps.append(separation(reaction_path(special_grad, Hs, M_H),
                                   reaction_path(special_grad, Hs, M_D))[0])
assert special_gaps[0] < 5e-5 and special_gaps[1] > 1e-3

# Free oxygen: internal-coordinate paths and a full Cartesian check.
recoil_paths = []
for M in (M_H, M_D):
    G = np.linalg.inv(M)+np.ones((2, 2))/mass_O
    recoil_paths.append(reaction_path(grad, H0, np.linalg.inv(G)))
recoil_gap = separation(*recoil_paths)[0]
B = np.array([[1., 0., -1.], [0., 1., -1.]])
full = reaction_path(lambda q: B.T @ grad(B @ q), B.T @ H0 @ B,
                     np.diag([mass_H, mass_methyl, mass_O]))
assert separation(B @ full, recoil_paths[0])[0] < 5e-5

# Frequency error made by keeping the H tangent for D.
freq_H = hbar*np.sqrt(-lambdas[0][0])/per_cm
freq_D = hbar*np.sqrt(-lambdas[1][0])/per_cm
v = modes[0]
wrong_lambda = (v @ H0 @ v)/(v @ M_D @ v)
freq_wrong = hbar*np.sqrt(-wrong_lambda)/per_cm
assert freq_wrong < freq_D


def arc_profile(path, M):
    step = np.diff(path, axis=1)
    ds = np.sqrt(np.sum(np.diag(M)[:, None]*step**2, axis=0))
    return np.r_[0, np.cumsum(ds)], V(path)


def tunnelling_factor(s, energy, floor):
    """Thermal semiclassical flux divided by the classical flux."""
    grid = np.linspace(s[0], s[-1], 4001)
    values = np.interp(grid, s, energy)
    top = values.max()
    levels = np.linspace(floor, top, 801)
    action = np.array([trapezoid(np.sqrt(2*np.maximum(values-E, 0)), grid)
                       for E in levels])/hbar
    chance = 1/(1+np.exp(2*action))
    depth = top-levels
    below = trapezoid(chance*np.exp(depth/kT), levels)/kT
    above = trapezoid((1-chance)*np.exp(-depth/kT), levels)/kT
    return below+above+np.exp(-(top-floor)/kT)


s_test = np.linspace(-np.sqrt(3/7.5), np.sqrt(3/7.5), 4001)
kappa_test = tunnelling_factor(s_test, -7.5*s_test**2/2, -1.5)
half = hbar*np.sqrt(7.5)/(2*kT)
assert abs(kappa_test/(half/np.sin(half))-1) < 3e-3
kappa_H = tunnelling_factor(*arc_profile(path_H, M_H), -barrier)
kappa_D = tunnelling_factor(*arc_profile(path_D, M_D), -barrier)
kappa_wrong = tunnelling_factor(*arc_profile(path_H, M_D), -barrier)

# Zero-point changes and the maximum of V plus transverse zero-point energy.
zero_barriers, bottlenecks = [], []
for M, lam, path in zip((M_H, M_D), lambdas, (path_H, path_D)):
    lam_r = eigh(hess(reactant), M, eigvals_only=True)
    zero_barriers.append(barrier+hbar*np.sqrt(lam[1])/2
                         - hbar*np.sum(np.sqrt(lam_r))/2)
    root_m = np.sqrt(np.diag(M))
    adiabatic = []
    for q in path.T:
        t = grad(q)/root_m
        n = np.array([-t[1], t[0]])/max(np.linalg.norm(t), 1e-30)
        curvature = n @ (hess(q)/np.outer(root_m, root_m)) @ n
        adiabatic.append(V(q)+hbar*np.sqrt(max(curvature, 0))/2)
    bottlenecks.append(path[0, np.argmax(adiabatic)])

quantum_y = hbar*np.sqrt(K/mass_methyl)
spread_y = np.sqrt(hbar**2/(2*mass_methyl*quantum_y)
                   / np.tanh(quantum_y/(2*kT)))
hartree = sc.physical_constants["Hartree energy in eV"][0]
dboc = hartree/2*sc.m_e/u*(1/mass_H-1/mass_D)
dboc_shift = np.linalg.norm(np.linalg.solve(H0, [dboc/a, 0]))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Input a", a, "A", 2)
show("Input p", p, "A", 2)
show("Input forward barrier", barrier, "eV", 2)
show("Input K", K, "eV/A^2", 1)
show("Input alpha", alpha0, "", 2)
show("Input beta", beta0, "1/A", 2)
show("Input temperature", temperature, "K", 0)
show("Mass H", mass_H, "u")
show("Mass D", mass_D, "u")
show("Mass methyl", mass_methyl, "u")
show("Mass oxygen for recoil", mass_O, "u", 3)
show("A", A, "eV/A^4", 3)
show("Reactant methyl coordinate", reactant[1], "A")
show("Product methyl coordinate", product[1], "A")
show("Reaction energy", V(product)-V(reactant), "eV")
show("Saddle Hessian xx", H0[0, 0], "eV/A^2")
show("Saddle Hessian xy", H0[0, 1], "eV/A^2")
show("Saddle Hessian yy", H0[1, 1], "eV/A^2")
print(f"H/D saddle difference from searches: {saddle_shift:.1e} A")
show("Unstable lambda H", lambdas[0][0], "eV/(A^2 u)")
show("Unstable lambda D", lambdas[1][0], "eV/(A^2 u)")
show("Saddle slope dy/dx H", slopes[0])
show("Saddle slope dy/dx D", slopes[1])
show("Imaginary frequency H", freq_H, "i cm^-1", 1)
show("Imaginary frequency D", freq_D, "i cm^-1", 1)
show("D frequency on wrong H tangent", freq_wrong, "i cm^-1", 1)
show("Frequency ratio H/D", freq_H/freq_D)
show("Square root of mass ratio D/H", np.sqrt(mass_D/mass_H))
show("Methyl y at x=0.2 A, H path", y_H, "A")
show("Methyl y at x=0.2 A, D path", y_D, "A")
show("Largest H-to-D path separation", gap, "A")
show("Location x on H path", gap_place[0], "A")
show("Location y on H path", gap_place[1], "A")
print(f"Separation shift on refinement: {gap_shift:.1e} A")
print(f"Path change on doubling all masses: {scaled_gap:.1e} A")
print(f"H/D gap with alpha=beta=0: {special_gaps[0]:.1e} A")
show("H/D gap with alpha=0, beta kept", special_gaps[1], "A")
show("H/D gap with free oxygen", recoil_gap, "A")
show("Zero-point-corrected barrier H", zero_barriers[0], "eV")
show("Zero-point-corrected barrier D", zero_barriers[1], "eV")
show("Adiabatic bottleneck x, H", bottlenecks[0], "A")
show("Adiabatic bottleneck x, D", bottlenecks[1], "A")
show("Methyl rms spread at fixed x=0", spread_y, "A")
show("Tunnelling factor H", kappa_H, "", 3)
show("Tunnelling factor D", kappa_D, "", 3)
show("Tunnelling factor D on wrong H path", kappa_wrong, "", 3)
show("H-D diagonal correction scale, free atom", 1000*dboc, "meV", 2)
show("Rough saddle shift if it varies over a", dboc_shift, "A", 5)
print("no test failed")
```

Printed output:

```
Input a: 0.50 A
Input p: 0.60 A
Input forward barrier: 0.60 eV
Input K: 20.0 eV/A^2
Input alpha: 0.40
Input beta: 0.50 1/A
Input temperature: 500 K
Mass H: 1.0078 u
Mass D: 2.0141 u
Mass methyl: 15.0235 u
Mass oxygen for recoil: 15.995 u
A: 33.882 eV/A^4
Reactant methyl coordinate: -0.0750 A
Product methyl coordinate: 0.4200 A
Reaction energy: -0.3758 eV
Saddle Hessian xx: -6.9647 eV/A^2
Saddle Hessian xy: -8.0000 eV/A^2
Saddle Hessian yy: 20.0000 eV/A^2
H/D saddle difference from searches: 0.0e+00 A
Unstable lambda H: -7.3950 eV/(A^2 u)
Unstable lambda D: -3.8650 eV/(A^2 u)
Saddle slope dy/dx H: 0.0610
Saddle slope dy/dx D: 0.1025
Imaginary frequency H: 1418.1 i cm^-1
Imaginary frequency D: 1025.2 i cm^-1
D frequency on wrong H tangent: 1016.6 i cm^-1
Frequency ratio H/D: 1.3832
Square root of mass ratio D/H: 1.4137
Methyl y at x=0.2 A, H path: 0.0168 A
Methyl y at x=0.2 A, D path: 0.0273 A
Largest H-to-D path separation: 0.0175 A
Location x on H path: 0.3297 A
Location y on H path: 0.0453 A
Separation shift on refinement: 3.6e-08 A
Path change on doubling all masses: 6.8e-07 A
H/D gap with alpha=beta=0: 2.3e-08 A
H/D gap with alpha=0, beta kept: 0.0130 A
H/D gap with free oxygen: 0.0232 A
Zero-point-corrected barrier H: 0.4667 eV
Zero-point-corrected barrier D: 0.5066 eV
Adiabatic bottleneck x, H: 0.0048 A
Adiabatic bottleneck x, D: 0.0036 A
Methyl rms spread at fixed x=0: 0.0516 A
Tunnelling factor H: 2.079
Tunnelling factor D: 1.455
Tunnelling factor D on wrong H path: 1.441
H-D diagonal correction scale, free atom: 3.70 meV
Rough saddle shift if it varies over a: 0.00078 A
no test failed
```
